\section*{Fin-width variance from two equally rough, correlated edges}

\section*{The situation and the data}

A silicon fin runs along $x$, and its width is measured along $y$. Seen from above, its two edges lie at
\begin{equation}
y_L(x)=e_L(x),\qquad y_R(x)=W_0+e_R(x),
\label{eq:edges}
\end{equation}
where $W_0$ is the mean width. The displacements $e_L$ and $e_R$ are both counted positive in the $+y$ direction. They have zero mean, and their statistics do not depend on $x$. Angle brackets denote the average over many positions or many nominally identical fins. Define
\begin{equation}
\sigma_L^2=\langle e_L^2\rangle,\qquad
\sigma_R^2=\langle e_R^2\rangle,\qquad
\rho=\frac{\langle e_Le_R\rangle}{\sigma_L\sigma_R},
\label{eq:defs}
\end{equation}
with both displacements in $\rho$ taken at the same $x$. Unless stated otherwise the edges are equally rough, $\sigma_L=\sigma_R=\sigma$.

Take $W_0=7.0$ nm and $\sigma=0.50$ nm. Where a correlation length is needed, the displacements along an edge have the normalized autocorrelation $\exp(-s^2/\Lambda^2)$ at separation $s$, with $\Lambda=20$ nm. The gate covers a length $L=20$ nm of the fin.

In spacer patterning, a layer of uniform thickness is deposited on the sidewall of a sacrificial line, the mandrel. The layer is etched back so that a strip remains on the sidewall, and the mandrel is removed. The strip, called the spacer, then serves as the mask for one fin.

\section*{Part (a): the width variance}

\textbf{Question.} Derive the variance of the local width $W(x)$ for arbitrary $\sigma_L$, $\sigma_R$ and $\rho$, and specialize it to equally rough edges. Between what limits can it lie?

\textbf{Answer.} The width is the distance from the left edge to the right edge:
\begin{equation}
W=y_R-y_L=W_0+e_R-e_L .
\end{equation}
The minus sign arises because a left edge that moves towards $+y$ moves into the fin and narrows it. Both displacements average to zero, so $\langle W\rangle=W_0$, and the variance is the mean square of $e_R-e_L$:
\begin{align}
\mathrm{Var}\,W&=\langle(e_R-e_L)^2\rangle\nonumber\\
&=\langle e_R^2\rangle+\langle e_L^2\rangle-2\langle e_Le_R\rangle\nonumber\\
&=\sigma_L^2+\sigma_R^2-2\rho\,\sigma_L\sigma_R .
\label{eq:general}
\end{align}
The last line uses the definitions (\ref{eq:defs}). Setting $\sigma_L=\sigma_R=\sigma$ gives
\begin{equation}
\boxed{\mathrm{Var}\,W=2\sigma^2(1-\rho)} .
\label{eq:main}
\end{equation}
No Gaussian distribution has been assumed; finite second moments suffice.

A correlation coefficient obeys $-1\le\rho\le1$. Equation (\ref{eq:general}) decreases linearly with $\rho$, so its limits are reached at the ends of this interval:
\begin{equation}
(\sigma_L-\sigma_R)^2\le\mathrm{Var}\,W\le(\sigma_L+\sigma_R)^2 .
\end{equation}
For equal edges these limits are $0$ and $4\sigma^2$. They are bounds for any distribution, but not every distribution can reach them: two edges with the same skewed distribution, for example, cannot have $\rho=-1$. At $\rho=1$ the two displacements are identical and the width is constant. At $\rho=-1$ they are equal and opposite, so the width changes by twice the displacement of one edge.

\section*{Part (b): three correlations}

\textbf{Question.} Evaluate the variance and the rms width variation $\sigma_W=\sqrt{\mathrm{Var}\,W}$ for $\rho=0$, $0.8$ and $-0.8$. Compare $3\sigma_W$ with the mean width.

\textbf{Answer.} With $\sigma^2=0.250$ nm$^2$, equation (\ref{eq:main}) gives
\begin{align}
\rho=0:&\quad 2(0.250)(1-0)=0.500\ \mathrm{nm^2},\nonumber\\
\rho=+0.8:&\quad 2(0.250)(1-0.8)=0.100\ \mathrm{nm^2},\nonumber\\
\rho=-0.8:&\quad 2(0.250)(1+0.8)=0.900\ \mathrm{nm^2}.\nonumber
\end{align}
The square roots, and their ratios to $\sigma$ and $W_0$, are as follows.
\begin{center}
\begin{tabular}{ccccc}
$\rho$ & $\sigma_W$ (nm) & $\sigma_W/\sigma$ & $3\sigma_W$ (nm) & $\sigma_W/W_0$\\
\hline
$0$ & 0.707 & 1.414 & 2.12 & 10.1\%\\
$+0.8$ & 0.316 & 0.632 & 0.95 & 4.5\%\\
$-0.8$ & 0.949 & 1.897 & 2.85 & 13.6\%
\end{tabular}
\end{center}

Each edge has the same roughness in all three rows; only the correlation differs. Between $\rho=0.8$ and $\rho=-0.8$ the variance rises by a factor of 9 and the rms width variation by a factor of 3. A measurement of the roughness of a single edge therefore does not determine the width variation.

The interval $W_0\pm3\sigma_W$ runs from about 6.05 to 7.95 nm for $\rho=0.8$, and from about 4.15 to 9.85 nm for $\rho=-0.8$. The variance formula does not say what fraction of the fin lies inside such an interval. That fraction depends on the distribution, and is about 99.7\% if the width is Gaussian.

\section*{Part (c): where the roughness goes}

\textbf{Question.} Find the variance of the centreline $c=(y_L+y_R)/2$ for equally rough edges. How is it related to the width variance, and what does the fin look like in the three cases?

\textbf{Answer.} From (\ref{eq:edges}), $c=W_0/2+(e_L+e_R)/2$. The constant does not contribute to the variance, so
\begin{align}
\mathrm{Var}\,c&=\tfrac14\langle(e_L+e_R)^2\rangle\nonumber\\
&=\tfrac14\left(\sigma^2+\sigma^2+2\rho\sigma^2\right)
=\tfrac12\sigma^2(1+\rho).
\label{eq:centre}
\end{align}
One quarter of (\ref{eq:main}) is $\tfrac12\sigma^2(1-\rho)$. In the sum of the two expressions $\rho$ cancels:
\begin{equation}
\mathrm{Var}\,c+\tfrac14\mathrm{Var}\,W=\sigma^2 .
\label{eq:budget}
\end{equation}
At fixed edge roughness, correlation divides a fixed total between sideways motion of the fin and modulation of its width.

The centreline rms is 0.354 nm for $\rho=0$, 0.474 nm for $\rho=0.8$ and 0.158 nm for $\rho=-0.8$. For $\rho=0.8$ the budget (\ref{eq:budget}) reads $0.225+0.025=0.250$ nm$^2$: nine tenths of the budget is sideways wiggle. The budget compares the centreline with the half-width, however, so the rms change of the full width, 0.316 nm, is still two thirds of the centreline rms. For $\rho=-0.8$ it reads $0.025+0.225=0.250$ nm$^2$: the fin is nearly straight, but it alternately bulges and narrows. For $\rho=0$ the two terms are equal.

\section*{Part (d): identifying spacer patterning}

\textbf{Question.} Which of the three cases represents nearly constant-width spacer patterning? Support the choice with a model of how the edges are formed. Does the answer depend on the sign convention for the displacements?

\textbf{Answer.} The case is $\rho=+0.8$. One face of the spacer lies on the mandrel sidewall. The other face is the outer surface of a layer of uniform thickness, so it follows the same sidewall. Where the sidewall is displaced towards $+y$, both faces therefore tend to be displaced towards $+y$.

Let $m(x)$ be this shared displacement. Etching and pattern transfer add private displacements $p_L$ and $p_R$:
\begin{equation}
e_L=m+p_L,\qquad e_R=m+p_R .
\end{equation}
Assume that $m$, $p_L$ and $p_R$ have zero mean and are mutually uncorrelated, and that $\langle p_L^2\rangle=\langle p_R^2\rangle=\langle p^2\rangle$. All cross terms then average to zero, which leaves
\begin{equation}
\sigma^2=\langle m^2\rangle+\langle p^2\rangle,\qquad
\langle e_Le_R\rangle=\langle m^2\rangle,
\end{equation}
and therefore
\begin{equation}
\rho=\frac{\langle m^2\rangle}{\langle m^2\rangle+\langle p^2\rangle}\ge0 .
\end{equation}
The shared displacement cancels from the width, $e_R-e_L=p_R-p_L$, so
\begin{equation}
\mathrm{Var}\,W=2\langle p^2\rangle .
\end{equation}
This agrees with (\ref{eq:main}), because $1-\rho=\langle p^2\rangle/\sigma^2$. For $\rho=0.8$ the shared variance is $0.8\times0.250=0.200$ nm$^2$ and the private variance is 0.050 nm$^2$ per edge. The width variance is $2\times0.050=0.100$ nm$^2$, as in part (b).

The geometrical part of this argument was tested on a long simulated fin. A random mandrel edge with variance 0.200 nm$^2$ was covered by a layer 7.0 nm thick, measured along the local normal, and private roughness of variance 0.050 nm$^2$ was added to each face. The resulting correlation was $+0.801$ and the width variance 0.1001 nm$^2$. Two edges drawn independently, each with $\sigma=0.50$ nm, gave a correlation of $+0.001$ and a width variance of 0.5026 nm$^2$. These figures come from one random sample. Between samples of this length the four numbers scatter by roughly 0.001, 0.0007 nm$^2$, 0.007 and 0.004 nm$^2$, so they agree with $0.8$, $0.100$ nm$^2$, $0$ and $0.500$ nm$^2$. The proportion of shared to private roughness was an input here. The test shows that, for a mandrel edge that is smooth on the scale of the layer thickness, a uniform layer carries the mandrel's displacement to its outer face; it does not predict the value 0.8 for a real process.

The other two values of $\rho$ correspond to different origins of the roughness. Edges formed by unrelated disturbances have $\rho=0$. A disturbance $b(x)$ that widens the fin symmetrically enters as $e_R=b+p_R$ and $e_L=-b+p_L$. If $b$, $p_L$ and $p_R$ are mutually uncorrelated, $\langle e_Le_R\rangle=-\langle b^2\rangle$, and the correlation is negative.

The word ``nearly'' is needed. At $\rho=0.8$ the variance is one fifth of its uncorrelated value, but the rms width variation is still $1/\sqrt5$, or 45\%, of the uncorrelated rms. To reduce the rms to 10\% of the uncorrelated value, $\sqrt{1-\rho}=0.1$ is required, which means $\rho=0.99$.

The sign of $\rho$ does depend on the convention. If displacements are counted positive outward from the fin, then $d_R=e_R$ and $d_L=-e_L$. The correlation becomes $\rho_{\rm out}=-\rho$, and
\begin{equation}
\mathrm{Var}\,W=\langle(d_R+d_L)^2\rangle=2\sigma^2(1+\rho_{\rm out}).
\end{equation}
The spacer case is then labelled $\rho_{\rm out}=-0.8$, and its variance is again 0.100 nm$^2$. The physical criterion, that both edges tend to move the same way in space, is unchanged.

\section*{Part (e): edges that are not equally rough}

\textbf{Question.} Suppose that $\sigma_L=0.4$ nm and $\sigma_R=0.6$ nm, with $\rho=0.8$ unchanged. Find the width variance. Can perfect correlation now make the width constant?

\textbf{Answer.} Equation (\ref{eq:general}) gives
\begin{align}
\mathrm{Var}\,W&=0.4^2+0.6^2-2(0.8)(0.4)(0.6)\nonumber\\
&=0.160+0.360-0.384=0.136\ \mathrm{nm^2},
\end{align}
so $\sigma_W=0.369$ nm. Relative to two edges of 0.5 nm at the same $\rho$, the variance is 36\% larger and the rms 17\% larger. To see why, add and subtract $2\sigma_L\sigma_R$ in (\ref{eq:general}):
\begin{equation}
\mathrm{Var}\,W=(\sigma_R-\sigma_L)^2+2\sigma_L\sigma_R(1-\rho).
\end{equation}
The two terms are 0.040 and 0.096 nm$^2$. Correlation can remove the second but not the first. Even at $\rho=1$ a variance of 0.040 nm$^2$ remains, because one edge then follows the other with a different amplitude.

\section*{Part (f): the width averaged along the gate}

\textbf{Question.} Return to equal edges. Assume that the cross-correlation of the two edges has the same dependence on separation as the autocorrelation of each. Find the variance of the width averaged over the gate length $L$, and examine short and long gates.

\textbf{Answer.} Write $g(s)=\exp(-s^2/\Lambda^2)$. The assumption means $\langle e_L(x)e_R(x+s)\rangle=\rho\sigma^2g(s)$. With $\delta W=e_R-e_L$, the two autocorrelations and the two cross terms combine to
\begin{equation}
\langle\delta W(x)\,\delta W(x+s)\rangle=2\sigma^2(1-\rho)\,g(s).
\end{equation}
The average width is $\overline W=L^{-1}\int_0^LW\,dx$, and its variance is
\begin{equation}
\mathrm{Var}\,\overline W=\frac{2\sigma^2(1-\rho)}{L^2}
\int_0^L\!\!\int_0^L g(x-x')\,dx\,dx' .
\end{equation}
Pairs of points with separation $s>0$ occupy a length $L-s$, and each separation occurs with both signs. The double integral is therefore $2\int_0^L(L-s)g(s)\,ds$. Hence $\mathrm{Var}\,\overline W=F\,\mathrm{Var}\,W$. With $s=\Lambda u$ and $a=L/\Lambda$,
\begin{align}
F&=\frac{2}{a^2}\int_0^a(a-u)e^{-u^2}du\nonumber\\
&=\frac{2}{a}\int_0^ae^{-u^2}du-\frac{2}{a^2}\int_0^aue^{-u^2}du\nonumber\\
&=\frac{\sqrt\pi\,\mathrm{erf}(a)}{a}-\frac{1-e^{-a^2}}{a^2}.
\end{align}

For $a\ll1$ the expansions $\sqrt\pi\,\mathrm{erf}(a)/a\simeq2-2a^2/3$ and $(1-e^{-a^2})/a^2\simeq1-a^2/2$ give $F\simeq1-a^2/6$. A short gate samples essentially one local width. For $a\gg1$, $F\simeq\sqrt\pi/a$: the gate covers many independent stretches, and the variance falls as $1/L$.

Here $a=1$ and $F=0.862$. The rms of the averaged width is 0.656, 0.294 and 0.881 nm for $\rho=0$, $0.8$ and $-0.8$. Each value is 7\% below the local one, and the order of the cases is unchanged. This is an average of geometry. The current through a fin need not depend linearly on the local width, so $\overline W$ is not in general its effective electrical width.

\section*{Part (g): sloping edges and the real device}

\textbf{Question.} A deposited layer has constant thickness $t$ along the local normal, not along $y$. Estimate the width variation this causes for $t=7.0$ nm and a shared variance $\langle m^2\rangle=0.200$ nm$^2$, taking the slope to be Gaussian. Then judge how well the model describes a real fin.

\textbf{Answer.} Where the mandrel edge has slope $m'=\tan\theta$ and its curvature over the layer thickness is negligible, the thickness along $y$ is
\begin{equation}
\frac{t}{\cos\theta}=t\sqrt{1+m'^2}\simeq t+\tfrac12t\,m'^2 .
\end{equation}
The mean square slope follows from the autocorrelation. For small $s$,
\begin{equation}
\langle[m(x+s)-m(x)]^2\rangle=2\langle m^2\rangle\left(1-e^{-s^2/\Lambda^2}\right)\simeq\frac{2\langle m^2\rangle s^2}{\Lambda^2},
\end{equation}
and the left side is also $\langle m'^2\rangle s^2$. Thus $\langle m'^2\rangle=2(0.200)/20^2=0.0010$, an rms slope of 0.0316. The mean extra width is $\tfrac12(7.0)(0.0010)=0.0035$ nm. For a Gaussian slope $\langle m'^4\rangle=3\langle m'^2\rangle^2$, so the variance of $m'^2$ is $2\langle m'^2\rangle^2$. The rms of the extra width is then $t\langle m'^2\rangle/\sqrt2=0.0049$ nm. Compared with $\sigma_W=0.316$ nm from private roughness, this is negligible. It would matter for much steeper edges, since it grows as the square of the slope. The estimate relies on the smooth Gaussian autocorrelation. If the mandrel edge also has appreciable roughness at wavelengths comparable to $t$ or shorter, its slope and curvature are larger, and the width variation can be many times the 0.0049 nm found here. The slope formula itself becomes unreliable once the curvature over the layer thickness is no longer negligible. For an exponential autocorrelation the mean square slope is not even finite, so the slope formula cannot be used. The width variation of the layer nevertheless stays finite. Constructing the outer face as the envelope of discs of radius $t$ centred on such an edge, with the same variance and $\Lambda$, gives an rms of about 0.08 nm, which raises $\sigma_W$ from 0.316 to about 0.326 nm.

The chosen values are rough typical ones for a narrow silicon FinFET fin: a width of several nanometres, an edge rms of some tenths of a nanometre and a correlation length of some tens of nanometres. The values $\pm0.8$ are set by the question and are not measurements. Equal roughness is an assumption that a real spacer can break, because its two faces are formed differently: one against the mandrel, the other as a free surface exposed to the etch. The illustrative imbalance in part (e) raises $\sigma_W$ from 0.316 to 0.369 nm, a larger change than either gate averaging or edge slope produces for the lengths and autocorrelation assumed here. A longer gate, or private roughness with a shorter correlation length, would make gate averaging more important. A real fin also has a height, along which its width can vary, whereas the model assigns one width to each $x$. Differences in mean spacer thickness from fin to fin add a further variance, which is missed if $\sigma$ and $\rho$ are measured along a single fin about its own mean width.

The identification in part (d) holds when one spacer defines one fin. If a feature is instead defined by the gap between two spacers, its edges follow two different sidewalls. When those sidewalls have independent roughness, the edges do not share a single $m(x)$, and the argument for a strong positive correlation no longer applies. When they are the two sides of a mandrel that is itself a spacer, as in quadruple patterning, part of the correlation survives: a shared variance of 0.200 nm$^2$, with 0.050 nm$^2$ of private variance added per edge at each of two steps, gives $\rho=0.200/0.300=0.67$.

\section*{Computed values}
\begin{verbatim}
mean fin width: 7.0 nm
rms roughness of each edge: 0.50 nm
edge variance: 0.250 nm^2
correlation length: 20 nm
gate length: 20 nm
rho = +0.0: width variance 0.500 nm^2
  rms width 0.707 nm = 1.414 sigma
  three-sigma width 2.12 nm
  rms width / mean width 10.1 %
  centreline rms 0.354 nm
rho = +0.8: width variance 0.100 nm^2
  rms width 0.316 nm = 0.632 sigma
  three-sigma width 0.95 nm
  rms width / mean width 4.5 %
  centreline rms 0.474 nm
rho = -0.8: width variance 0.900 nm^2
  rms width 0.949 nm = 1.897 sigma
  three-sigma width 2.85 nm
  rms width / mean width 13.6 %
  centreline rms 0.158 nm
outward convention, rho_out = -0.8: 0.100 nm^2
shared mandrel variance: 0.200 nm^2
private variance per edge: 0.050 nm^2
simulated spacer fin: correlation +0.801
simulated spacer fin: variance 0.1001 nm^2
simulated independent edges: correlation +0.001
simulated independent edges: variance 0.5026 nm^2
unequal edges: 0.4 and 0.6 nm, rho = +0.8
  width variance 0.136 nm^2
  rms width 0.369 nm
gate averaging: variance factor 0.862
  rho = +0.0: gate-averaged rms 0.656 nm
  rho = +0.8: gate-averaged rms 0.294 nm
  rho = -0.8: gate-averaged rms 0.881 nm
rms mandrel slope: 0.0316 (no unit)
slope effect: mean extra width 0.0035 nm
slope effect: rms width 0.0049 nm
\end{verbatim}
